\section*{Output conductance and transconductance in the capacitive barrier-top model}

\section{The decision and the model}

To estimate the voltage gain of a short ballistic transistor, one must decide whether the output conductance needs its own self-consistent current calculation at every bias, or whether two capacitances are enough. The theorem below says when two capacitances are enough. Lemma 2 and the estimates that follow it measure the error when the theorem's assumptions hold only approximately, which matters because the output conductance is small and therefore easily altered by small currents.

Consider an n-channel transistor with its source grounded. Let $q>0$ be the elementary charge, $V_G$ and $V_D$ the gate and drain voltages, and $I$ the drain current per unit width, counted positive for electrons flowing from source to drain. The model keeps one point of the channel, the top of the barrier between source and drain. Its potential is $\psi$, and the electron energy there, measured from the source Fermi level, is $E_0-q\psi$. Raising $\psi$ lowers the barrier. The constant $E_0$ includes all fixed charge, so that $\psi=0$ when all terminals are at zero volts and mobile charge is left out.

Constant capacitances per area $C_G$, $C_D$ and $C_S$ connect this point to gate, drain and source. Define
\begin{equation}
C_\Sigma=C_G+C_D+C_S,\qquad \alpha_i=\frac{C_i}{C_\Sigma},\qquad i=G,D,S .
\end{equation}
The mobile electron density per area at the barrier top is $N$, with charge $-qN$. The charges induced through the three capacitors must balance it:
\begin{equation}
C_G(V_G-\psi)+C_D(V_D-\psi)+C_S(0-\psi)=qN .
\label{balance}
\end{equation}
Collecting the terms in $\psi$ and dividing by $C_\Sigma$ gives
\begin{equation}
\psi=\alpha_GV_G+\alpha_DV_D-\frac{qN}{C_\Sigma}.
\label{psi}
\end{equation}
The last term is the feedback of the mobile charge: more electrons raise the barrier against further filling.

The two conductances per width are
\begin{equation}
g_m=\left(\frac{\partial I}{\partial V_G}\right)_{V_D},\qquad
g_d=\left(\frac{\partial I}{\partial V_D}\right)_{V_G}.
\end{equation}

\section{Filling of the barrier top from one contact}

\paragraph{Lemma 1.} Let one parabolic subband have masses $m_x$ along the current and $m_y$ across it, valley degeneracy $g_v$ and spin degeneracy two. At temperature $T$, electrons that enter ballistically from the source contribute the density $n$ and current per width $j$
\begin{align}
n(\psi)&=\frac{N_{2D}}{2}\ln(1+e^\eta), &
j(\psi)&=q\frac{N_{2D}}{2}v_T F_{1/2}(\eta),
\label{filling}
\end{align}
where
\begin{equation}
\eta=\frac{q\psi-E_0}{k_BT},\quad
N_{2D}=\frac{g_v\sqrt{m_xm_y}\,k_BT}{\pi\hbar^2},\quad
v_T=\sqrt{\frac{2k_BT}{\pi m_x}},
\end{equation}
and $F_{1/2}(\eta)=(2/\sqrt\pi)\int_0^\infty u^{1/2}\,du/(1+e^{u-\eta})$.

\paragraph{Proof.} Source electrons occupy states with $k_x>0$. Put $k_i=s_i\sqrt{2m_ik_BT}/\hbar$, so that the kinetic energy is $k_BT\,s^2$ with $s^2=s_x^2+s_y^2$. The density of states in $k$-space is $2g_v/(4\pi^2)$, and the change of variables contributes the factor $2\sqrt{m_xm_y}\,k_BT/\hbar^2$. Hence
\begin{equation}
n=\frac{g_v\sqrt{m_xm_y}\,k_BT}{\pi^2\hbar^2}
\int_{s_x>0}\frac{d^2s}{1+e^{s^2-\eta}} .
\end{equation}
The prefactor is $N_{2D}/\pi$. In polar coordinates the half-plane gives an angle $\pi$, and $u=s^2$ gives $s\,ds=du/2$. The integral is therefore $(\pi/2)\ln(1+e^\eta)$, which proves the first formula.

For the current, multiply the integrand by $qv_x$, with $v_x=\hbar k_x/m_x=s_x\sqrt{2k_BT/m_x}$. The angular integral of $\cos\theta$ over the half-plane is 2, so the remaining integral is
\begin{equation}
2\int_0^\infty\frac{s^2ds}{1+e^{s^2-\eta}}
=\int_0^\infty\frac{u^{1/2}du}{1+e^{u-\eta}}
=\frac{\sqrt\pi}{2}F_{1/2}(\eta).
\end{equation}
The product $q(N_{2D}/\pi)\sqrt{2k_BT/m_x}\,(\sqrt\pi/2)F_{1/2}$ equals the second formula. $\square$

Both functions increase with $\psi$. With $dF_{1/2}/d\eta=F_{-1/2}$ and $V_T=k_BT/q$, their slopes are
\begin{equation}
n'=\frac{N_{2D}}{2V_T}\frac{1}{1+e^{-\eta}},\qquad
j'=\frac{qN_{2D}v_T}{2V_T}F_{-1/2}(\eta).
\label{slopes}
\end{equation}
Here $F_{-1/2}(\eta)=\pi^{-1/2}\int_0^\infty u^{-1/2}du/(1+e^{u-\eta})$ is positive and increases with $\eta$.

\section{The theorem}

\paragraph{Theorem.} Let the capacitances, temperature and bands be fixed. Suppose that $N=n(\psi)$ and $I=j(\psi)$ have no further dependence on $V_G$ or $V_D$, with $n'\ge0$ and $j'>0$. Then, for $C_G>0$,
\begin{equation}
\boxed{\frac{g_d}{g_m}=\frac{\alpha_D}{\alpha_G}=\frac{C_D}{C_G}}
\label{main}
\end{equation}

\paragraph{Proof.} Differentiate \eqref{psi} with respect to $V_i$, where $i$ is $G$ or $D$, holding the other voltage fixed. Define $C_Q=q\,n'(\psi)$. Then
\begin{equation}
\frac{\partial\psi}{\partial V_i}=\alpha_i-\frac{C_Q}{C_\Sigma}\frac{\partial\psi}{\partial V_i}
\quad\Longrightarrow\quad
\frac{\partial\psi}{\partial V_i}=\frac{\alpha_i}{1+C_Q/C_\Sigma}.
\end{equation}
The denominator is at least one. The current changes through $\psi$ alone, so the chain rule gives
\begin{equation}
g_m=\frac{\alpha_G\,j'(\psi)}{1+C_Q/C_\Sigma},\qquad
g_d=\frac{\alpha_D\,j'(\psi)}{1+C_Q/C_\Sigma}.
\label{conductances}
\end{equation}
Since $g_m>0$, division is allowed and the common factors cancel. $\square$

The proof uses neither the form of $n$ nor that of $j$. Charge feedback may be strong and the electrons degenerate; both change the two conductances by the same factor.

\paragraph{Corollary.} Under the same assumptions, a change $\Delta V_D$ is compensated at constant current by
\begin{equation}
\Delta V_G=-\frac{\alpha_D}{\alpha_G}\Delta V_D,
\label{shift}
\end{equation}
even when the change is finite.

\paragraph{Proof.} Equation \eqref{psi} reads $\psi+qn(\psi)/C_\Sigma=\alpha_GV_G+\alpha_DV_D$. The left side increases strictly with $\psi$, so $\psi$ is a strictly increasing function of the right side. So is $I$, because $j'>0$. Constant current therefore requires $\alpha_G\Delta V_G+\alpha_D\Delta V_D=0$. $\square$

The gate shift per volt of drain bias, usually called drain-induced barrier lowering, and the inverse of the gain $g_m/g_d$ are thus the same number here. A shift measured below threshold predicts the gain above threshold, provided that the capacitances do not change between the two biases and the assumptions hold at both. Two cautions apply in practice. The shift is customarily measured from $V_D\approx0.05$ V, where drain injection (treated below) is not negligible: below threshold it multiplies the current by $1-e^{-V_D/V_T}$, and in the worked example this raises the shift between 0.05 and 0.6 V from 45.5 to about 54 mV/V. Also, in a short channel the barrier top moves towards the source as the gate opens, so constant capacitances are only an approximation between the off and on states.

\paragraph{Two limits.} Far below threshold, $C_Q\ll C_\Sigma$ and $j\propto e^{\psi/V_T}$, so \eqref{conductances} becomes $g_m=\alpha_GI/V_T$ and $g_d=\alpha_DI/V_T$. In the opposite limit, $C_Q\gg C_\Sigma$, it becomes $g_m=C_Gj'/C_Q$ and $g_d=C_Dj'/C_Q$. The conductances follow different laws in the two limits, but their ratio is the same. For one subband \eqref{slopes} bounds $C_Q$ by $qN_{2D}/(2V_T)$, which is only $1.7\,C_\Sigma$ in the worked example, so the second limit is not reached there: at $V_G=V_D=0.6$ V it would give $g_m=17.5$ mS/$\mu$m instead of 10.9.

\section{When the drain voltage also acts directly}

\paragraph{Lemma 2.} Let $N=N(\psi,V_D)$ and $I=I(\psi,V_D)$, and denote partial derivatives by subscripts $\psi$ and $V$, the latter taken at fixed $\psi$. If $I_\psi\ne0$ and $K=C_\Sigma+qN_\psi>0$, then
\begin{equation}
\frac{g_d}{g_m}=\frac{1}{C_G}\left[C_D-qN_V+K\frac{I_V}{I_\psi}\right].
\label{general}
\end{equation}

\paragraph{Proof.} The differential of \eqref{balance} is
\begin{equation}
K\,d\psi=C_G\,dV_G+(C_D-qN_V)\,dV_D .
\end{equation}
Insert it in $dI=I_\psi d\psi+I_VdV_D$ and read off the coefficients:
\begin{equation}
g_m=\frac{I_\psi C_G}{K},\qquad
g_d=\frac{I_\psi(C_D-qN_V)}{K}+I_V .
\end{equation}
Their quotient is \eqref{general}. $\square$

The simple ratio thus survives if the last two terms in the bracket vanish or cancel. A small direct current is not sufficient: its derivative is compared with a drain-induced response that is itself small, since $C_D\ll C_\Sigma$ in a well-designed device.

\paragraph{Drain injection.} The drain Fermi level lies at $-qV_D$, so drain electrons fill the barrier top as source electrons would at potential $\psi-V_D$:
\begin{equation}
N=n(\psi)+n(\psi-V_D),\qquad I=j(\psi)-j(\psi-V_D).
\end{equation}
Write $n'_D=n'(\psi-V_D)$, $j'_S=j'(\psi)$ and $j'_D=j'(\psi-V_D)$. Then $N_V=-n'_D$, $I_V=+j'_D$ and $I_\psi=j'_S-j'_D$. Equation \eqref{general} gives
\begin{equation}
\frac{g_d}{g_m}=\frac{1}{C_G}\left[C_D+qn'_D+K\frac{j'_D}{j'_S-j'_D}\right],
\label{drain}
\end{equation}
with $K=C_\Sigma+C_Q+qn'_D$. For $V_D>0$ the monotonic $F_{-1/2}$ makes $j'_S>j'_D$, so both corrections are positive. Raising $V_D$ removes drain-injected charge, which lowers the barrier, and also removes the opposing current. Drain injection therefore raises the ratio above $C_D/C_G$.

Far below threshold the mobile charge is negligible and $j'_D/j'_S=e^{-V_D/V_T}$. Then $K\to C_\Sigma$, and the excess relative to $C_D/C_G$ is
\begin{equation}
\delta=\frac{C_\Sigma}{C_D}\frac{e^{-V_D/V_T}}{1-e^{-V_D/V_T}}
=\frac{1}{\alpha_D\left(e^{V_D/V_T}-1\right)} .
\label{sub}
\end{equation}
The factor $1/\alpha_D$ makes the requirement on $V_D$ stricter than a small drain current would suggest. As $V_D\to0$ the excess diverges, because the two fluxes cancel and $g_m$ vanishes while $g_d$ does not.

\section{Worked example}

The parameters are round values for a double-gate, ultrathin-body transistor with a gate length of roughly 15 nm: $T=300$ K, $m_x=m_y=0.2\,m_e$, $g_v=2$, $E_0=0.30$ eV, $\alpha_G=0.88$, $\alpha_D=0.04$ and $\alpha_S=0.08$. Each gate has 1 nm of equivalent oxide with relative permittivity 3.9, so the two in parallel give $C_G=6.906\ \mu\mathrm{F/cm^2}$. Hence $C_\Sigma=C_G/0.88=7.848\ \mu\mathrm{F/cm^2}$ and $C_D=0.314\ \mu\mathrm{F/cm^2}$.

At $V_G=V_D=0.6$ V, source injection alone gives $N=7.80\times10^{12}\ \mathrm{cm^{-2}}$. Equation \eqref{psi} then reads
\begin{equation}
\psi=0.528+0.024-0.159=0.393\ \mathrm V .
\end{equation}
With $V_T=25.85$ mV this is $\eta=3.59$, so the electrons are degenerate. The current is $2.34$ mA/$\mu$m. The charge response $C_Q=13.02\ \mu\mathrm{F/cm^2}$ makes the feedback factor $1+13.02/7.848=2.66$. With $j'=33.08$ mS/$\mu$m,
\begin{align}
g_m&=\frac{0.88\times33.08}{2.66}=10.9\ \mathrm{mS/\mu m},\\
g_d&=\frac{0.04\times33.08}{2.66}=0.498\ \mathrm{mS/\mu m}.
\end{align}
Numerical differentiation of the self-consistent current gives $g_d/g_m=0.045455$, equal to $0.04/0.88$ to the digits shown. The gain is 22. Lowering $V_D$ from 0.6 to 0.3 V at constant current requires a gate shift of $+13.6$ mV, as \eqref{shift} predicts: $0.04545\times300$ mV.

With both contacts injecting, the ratio depends on drain bias as follows. The third column is $j(\psi-V_D)/j(\psi)$ at $V_G=0.6$ V.

\begin{center}
\begin{tabular}{cccc}
$V_D$ (V) & $g_d/g_m$, $V_G=0$ & drain/source flux & $g_d/g_m$, $V_G=0.6$ V\\
\hline
0.05 & 0.2375 & $0.33$ & 5.72\\
0.10 & 0.0697 & $0.084$ & 1.44\\
0.20 & 0.0460 & $2.4\times10^{-3}$ & 0.0881\\
0.30 & 0.0455 & $5.2\times10^{-5}$ & 0.0464\\
0.60 & 0.0455 & $5.3\times10^{-10}$ & 0.0455
\end{tabular}
\end{center}

At $V_G=0.6$ V and $V_D=0.2$ V the drain flux is only 0.24\% of the source flux, yet the ratio is 94\% above $\alpha_D/\alpha_G$. Neglecting drain injection would be harmless for the current and wrong by nearly a factor of two for the gain.

For an excess of 1\% below threshold, \eqref{sub} requires $e^{V_D/V_T}=1+1/(0.01\times0.04)=2501$, or $V_D=0.202$ V. At $V_G=0.6$ V the required bias is 0.319 V. The difference follows from \eqref{drain}. When the drain-injected electrons are dilute, the leading relative excess is
\begin{equation}
\delta\simeq e^{\eta-V_D/V_T}\left[\frac{qN_{2D}}{2V_TC_D}
+\frac{C_\Sigma+C_Q}{C_DF_{-1/2}(\eta)}\right].
\label{degenerate}
\end{equation}
At $V_D=0.319$ V the drain bias is lower than the 0.6 V used above, which reduces $\eta$ to about 3.42. There $F_{-1/2}(\eta)\simeq2.0$, and the bracket is about $43+33=76$. With $V_D/V_T=12.34$, $\delta\simeq76\,e^{-8.92}\simeq0.01$. Below threshold the bracket is dominated by $1/(\alpha_De^\eta)$, so $\eta$ drops out of the product. Above threshold it does not, and the larger $\eta$ demands a larger drain bias.

\section{Effects outside the assumptions}

\paragraph{Further subbands.} If every subband is filled from the source and the spacings are fixed, the summed density and current still depend on $\psi$ alone, and the theorem applies. Adding a subband 0.10 eV higher, with $g_v=4$, $m_x=0.3\,m_e$ and $m_y=0.5\,m_e$, leaves the ratio at 0.045455. The current falls to 2.15 mA/$\mu$m: the added charge raises the barrier, and the first subband loses more current than the second supplies.

\paragraph{Series resistance.} Let $R_S$ and $R_D$ be contact resistances times width. The internal voltages, measured from the internal source, are $V_G-R_SI$ and $V_D-(R_S+R_D)I$. With internal conductances $g_m$ and $g_d$,
\begin{equation}
dI=g_m(dV_G-R_SdI)+g_d\left[dV_D-(R_S+R_D)dI\right].
\end{equation}
Moving the terms in $dI$ to the left divides both conductances by $1+g_mR_S+g_d(R_S+R_D)$. Their ratio remains that of the internal bias point. For 50 $\Omega\,\mu$m at each contact the current falls to 1.51 mA/$\mu$m and the internal drain voltage to 0.449 V. This is still large enough to suppress drain injection, and the ratio is 0.04546.

\paragraph{Tunnelling.} Take a symmetric parabolic barrier that falls by $qV_D$ over $L=15$ nm. Equating $m_x\omega^2L^2/2$ to $qV_D$ gives $\hbar\omega=(\hbar/L)\sqrt{2qV_D/m_x}=45$ meV. An electron with longitudinal energy $\varepsilon$ above the top is transmitted with probability $[1+e^{-2\pi\varepsilon/\hbar\omega}]^{-1}$. If $\omega$ were fixed, the current would still depend on $\psi$ alone and the ratio would not change. Because $\omega$ grows with $V_D$, the ratio rises by 6\% to 0.048, although the current changes by less than 1\%. These figures are for $V_G=V_D=0.6$ V; at $V_G=0$ the ratio and the current both rise by about 14\%. The estimate omits charge under the barrier and the lower edge of the source band. The latter matters in the on state: the 6\% is unchanged if the edge lies 0.18 eV below the source Fermi level, but falls below 1\% if it lies 0.12 eV below.

\paragraph{Backscattering.} Let a fraction $t$ of the source flux reach the drain and $1-t$ return over the barrier top, independently of energy. Then $N=(2-t)n$ and $I=tj$. A constant $t$ leaves the theorem intact. Suppose instead that $t=\lambda/(\lambda+\ell)$, where $\lambda$ is the mean free path and $\ell$ the distance over which the same parabola falls by $k_BT$. Then $\ell=L\sqrt{V_T/V_D}$, so $d\ell/dV_D=-\ell/(2V_D)$ and
\begin{equation}
\frac{dt}{dV_D}=\frac{\lambda\ell}{(\lambda+\ell)^2}\frac{1}{2V_D}
=\frac{t(1-t)}{2V_D}>0 .
\end{equation}
In \eqref{general}, $-qN_V=qn\,dt/dV_D$ and $I_V=j\,dt/dV_D$ are both positive. For an assumed $\lambda=15$ nm, $\ell=3.1$ nm and $t=0.83$. At $V_G=V_D=0.6$ V the ratio becomes 0.096, more than twice the ballistic value, and the gain falls from 22 to about 10; for $\lambda=40$ and 5 nm the ratio is 0.068 and 0.146. Far below threshold the relative excess is only $V_T(1-t)/(2V_D\alpha_D)\approx0.09$ and the ratio is 0.050, so with this scattering a shift measured below threshold misses the on-state ratio by nearly a factor of two.

\paragraph{Comparison with real devices.} Gate lengths of 15 to 20 nm, equivalent oxides near 1 nm, supplies of 0.6 to 0.8 V and gate shifts of some tens of millivolts per volt are roughly typical of advanced logic transistors. The example's 45 mV/V lies in that range; its ballistic current without contact resistance is high. Real channels scatter, and in this estimate the bias dependence of the scattering moves the ratio from 0.045 to 0.096, the largest shift found here at 0.6 V. The mean free path is an assumption, so this is a scale and not a prediction. A barrier top that moves with bias would also make the capacitances vary, an effect not sized here. Because $\psi$ is counted from its zero-bias value, $V_G-\psi$ across 1 nm of equivalent oxide gives the change of the insulator field at the barrier top from zero bias, 2.1 MV/cm (the mobile charge alone, $qN/(2\epsilon_{ox})$, would give 1.8 MV/cm). The built-in field at zero bias is not fixed by the model, but this scale is well below the rough 10 MV/cm breakdown scale of silica. The mean channel field $V_D/L$ is 0.4 MV/cm, which is high. The band drop from the barrier top to the drain is not simply $qV_D$: at $V_G=0$ the top lies 0.88 eV above the drain Fermi level and the drain band edge lies lower still, so in the off state the drop is comparable with a gap near 1 eV, and band-to-band tunnelling, not included here, may matter. Gate leakage is not included.

For design, $\alpha_D/\alpha_G$ may replace a separate calculation of $g_d$ when drain injection passes the derivative condition in \eqref{drain}, transmission is insensitive to $V_D$ at fixed $\psi$, and the capacitances stay constant over the bias range. The first condition is met in the example at 0.6 V; the second is not met if the assumed scattering is present; the third is assumed throughout. The full set of values is in the numerical output.

\section*{Computed values}
\begin{verbatim}
Temperature = 300 K; kT/q = 25.852 mV
Bias: V_G = 0.60 V, V_D = 0.60 V
Zero-bias barrier = 0.30 eV
Equivalent oxide per gate = 1.0 nm
Mass = 0.20 m_e; valleys = 2
C_G = 6.9063 uF/cm2; C_D = 0.3139 uF/cm2
C_S = 0.6278 uF/cm2; C_sum = 7.8480 uF/cm2
alpha_G = 0.880; alpha_D = 0.040; alpha_S = 0.080
N_2D = 4.3197e+12 cm^-2
v_T = 1.2030e+07 cm/s
Source injection only, at the bias above:
  psi = 0.39269 V; eta = 3.5856
  N = 7.8033e+12 cm^-2; I = 2.3449 mA/um
  C_Q = 13.0245 uF/cm2; 1+C_Q/C_sum = 2.6596
  dj/dpsi = 33.0831 mS/um
  g_m = 10.94645 mS/um; g_d = 0.49757 mS/um
  g_d/g_m (numerical) = 0.045455
  alpha_D/alpha_G = 0.045455; gain g_m/g_d = 22.000
  Gate shift for V_D 0.6 to 0.3 V at constant I = 13.636 mV
Both contacts: V_G (V), V_D (V), drain/source flux, g_d/g_m
  0.00  0.05  1.446e-01  0.237490
  0.00  0.10  2.090e-02  0.069708
  0.00  0.20  4.367e-04  0.045951
  0.00  0.30  9.125e-06  0.045465
  0.00  0.60  8.326e-11  0.045455
  0.60  0.05  3.307e-01  5.723945
  0.60  0.10  8.437e-02  1.439308
  0.60  0.20  2.394e-03  0.088117
  0.60  0.30  5.235e-05  0.046407
  0.60  0.60  5.332e-10  0.045455
V_D for 1 % excess, below threshold (V_G = 0) = 0.2023 V
V_D for 1 % excess, V_G = 0.6 V = 0.3194 V
  drain/source flux there = 2.489e-05
Neglected effects at V_G = V_D = 0.6 V:
Second subband: offset 0.10 eV, valleys 4
  masses 0.30 and 0.50 m_e (transport, transverse)
  I = 2.1538 mA/um; g_d/g_m = 0.045455
Series resistance, each contact = 50 ohm um
  I = 1.5126 mA/um; internal V_D = 0.4487 V
  g_d/g_m with both contacts injecting = 0.045456
Barrier length = 15 nm; mean free path = 15 nm
Tunnelling: hbar*omega = 45.08 meV
  I = 2.3623 mA/um; g_d/g_m = 0.048109
Backscattering: kT length = 3.114 nm; transmission = 0.8281
  I = 1.6937 mA/um; g_d/g_m = 0.096110
Insulator field estimate qN/(2 eps_ox) = 1.810 MV/cm
Mean channel field V_D/L = 0.400 MV/cm
\end{verbatim}
